# The London equation, its conical intersection, and the H + H2 barrier: a program that tests the result

```python
# RESULT UNDER TEST: three one-electron atoms a, b, c have doublet energies
#   E = Q -/+ sqrt(((Jab-Jbc)^2 + (Jbc-Jca)^2 + (Jca-Jab)^2)/2),
# which meet conically at equal J; the LEPS surface built on this equation
# gives the collinear barrier of H + H2.
# Q: Coulomb energy, J: exchange energy (negative for a bonding pair),
# k: Sato parameter, D, re, beta: Morse parameters of H2.
# Energies in eV and lengths in angstrom unless a name says otherwise.
# Pair order everywhere: ab, bc, ca. FCI = full configuration interaction.
from itertools import permutations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar, root
from pyscf import fci, gto, lib

lib.num_threads(1)
HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10
rng = np.random.default_rng(3)


def london_root(j):
    return np.sqrt(0.5 * ((j[0]-j[1])**2 + (j[1]-j[2])**2 + (j[2]-j[0])**2))


# ---- Spin exchange operators on three spins
def spin_swap(i, j):
    return np.eye(8).reshape(2, 2, 2, 8).swapaxes(i, j).reshape(8, 8)


swaps = [spin_swap(0, 1), spin_swap(1, 2), spin_swap(2, 0)]

# ---- Antisymmetrized products of overlapping orbitals, general spin-free H
w = rng.normal(size=(64, 64))
w = (w + w.T).reshape((4,) * 6)
perms = list(permutations(range(3)))
w = sum(w.transpose(p + tuple(3 + q for q in p)) for p in perms) / 6
w = w.reshape(64, 64)
orbitals = np.eye(3, 4) + 0.2 * rng.normal(size=(3, 4))
orbitals /= np.linalg.norm(orbitals, axis=1)[:, None]
spatial = np.einsum('i,j,k->ijk', *orbitals)
states = []
for spins in product(range(2), repeat=3):
    spin_part = np.zeros((2, 2, 2))
    spin_part[spins] = 1
    v = np.multiply.outer(spatial, spin_part)
    anti = sum(np.linalg.det(np.eye(3)[list(p)])
               * v.transpose(p + tuple(3 + q for q in p)) for p in perms)
    states.append(anti.reshape(64, 8))
states = np.array(states)
overlap = np.einsum('ixs,jxs->ij', states, states)
ham = np.einsum('ixs,xy,jys->ij', states, w, states, optimize=True)
sval, svec = np.linalg.eigh(overlap)
assert sval[0] > 1e-3
inv_root = (svec / np.sqrt(sval)) @ svec.T
h_eff = inv_root @ ham @ inv_root
design = np.array([np.eye(8).ravel()] + [-p.ravel() for p in swaps]).T
coef = np.linalg.lstsq(design, h_eff.ravel(), rcond=None)[0]
form_error = np.max(np.abs(design @ coef - h_eff.ravel()))
assert form_error < 1e-9
q0, j0 = coef[0], coef[1:]
predicted = np.sort([q0 - london_root(j0)] * 2 + [q0 + london_root(j0)] * 2
                    + [q0 - j0.sum()] * 4)
assert np.allclose(np.linalg.eigvalsh(h_eff), predicted, atol=1e-9)


# ---- Pair approximation tested on exactly diagonalized Hubbard clusters
def hubbard_levels(hopping, repulsion):
    n = len(hopping)
    lower = np.array([[0., 1.], [0., 0.]])
    ops = []
    for mode in range(2 * n):
        op = np.eye(1)
        for m in range(2 * n):
            factor = (np.diag([1., -1.]) if m < mode
                      else lower if m == mode else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    num = [o.T @ o for o in ops]
    h = sum(repulsion * num[i] @ num[n + i] for i in range(n))
    for i in range(n):
        for j in range(n):
            for s in (0, n):
                h = h + hopping[i, j] * ops[s + i].T @ ops[s + j]
    keep = np.where(np.abs(np.diag(sum(num)) - n) < 1e-9)[0]
    return np.linalg.eigvalsh(h[np.ix_(keep, keep)])


def pair_error(scale):
    tab, tbc, tca = scale * np.array([1.0, 0.8, 0.5])
    exact = hubbard_levels(np.array([[0, tab, tca], [tab, 0, tbc],
                                     [tca, tbc, 0]]), 1.0)
    qs, js = [], []
    for t in (tab, tbc, tca):
        lev = hubbard_levels(np.array([[0, t], [t, 0]]), 1.0)
        qs.append((lev[0] + lev[1]) / 2)
        js.append((lev[0] - lev[1]) / 2)
    e = sum(qs) + np.array([-1, 1]) * london_root(js)
    return np.max(np.abs(e - exact[[0, 2]])), exact[0]


err_big, hub_ground = pair_error(0.02)
err_small, _ = pair_error(0.01)
assert abs(err_big / err_small - 16) < 0.5

# ---- Doublet basis: ab singlet or ab triplet coupled with c
singlet_ab, triplet_ab = np.zeros(8), np.zeros(8)
singlet_ab[[2, 4]] = np.array([1, -1]) / np.sqrt(2)
triplet_ab[[1, 2, 4]] = np.array([2, -1, -1]) / np.sqrt(6)
basis2 = np.array([singlet_ab, triplet_ab]).T


def doublet_matrix(j):
    return basis2.T @ (-sum(x * p for x, p in zip(j, swaps))) @ basis2


jt = rng.normal(size=3)
m2 = doublet_matrix(jt)
assert abs(m2[0, 0] - (jt[0] - (jt[1] + jt[2]) / 2)) < 1e-12
assert abs(m2[1, 1] + m2[0, 0]) < 1e-12
assert abs(abs(m2[0, 1]) - np.sqrt(3) / 2 * abs(jt[1] - jt[2])) < 1e-12


# ---- Ab initio energies of H, H2 and H3
def integrals(points):
    mol = gto.M(atom=[['H', tuple(np.array(p) / BOHR)] for p in points],
                unit='Bohr', basis='6-311g**', spin=len(points) % 2, verbose=0)
    s = mol.intor('int1e_ovlp')
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    g = mol.intor('int2e')
    fock = h
    for _ in range(15):   # orbitals of a closed-shell pair; FCI needs no more
        c = eigh(fock, s)[1]
        d = 2 * np.outer(c[:, 0], c[:, 0])
        fock = (h + np.einsum('pqrs,rs->pq', g, d)
                - 0.5 * np.einsum('prqs,rs->pq', g, d))
    c = eigh(fock, s)[1]
    g = np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, c, c, c, c, optimize=True)
    return c.T @ h @ c, g, mol.energy_nuc()


e_atom = np.linalg.eigvalsh(integrals([[0., 0., 0.]])[0])[0]


def h2_fci(r):
    """Singlet and triplet energies relative to two atoms."""
    h, g, nuc = integrals([[0., 0., 0.], [0., 0., r]])
    n = len(h)
    one = np.eye(n)
    full = (np.kron(h, one) + np.kron(one, h)
            + g.transpose(0, 2, 1, 3).reshape(n * n, n * n))
    swap = np.eye(n*n).reshape(n, n, n*n).swapaxes(0, 1).reshape(n*n, n*n)
    out = []
    for sign in (1, -1):
        shifted = full + 50 * (np.eye(n * n) - sign * swap)
        out.append(np.linalg.eigvalsh(shifted)[0] + nuc - 2 * e_atom)
    return np.array(out) * HARTREE


def h3_fci(rab, rbc, rca, nroots=1):
    """Lowest energies relative to three atoms."""
    x = (rab**2 + rca**2 - rbc**2) / (2 * rab)
    y = np.sqrt(max(rca**2 - x**2, 0.0))
    h, g, nuc = integrals([[0., 0., 0.], [rab, 0., 0.], [x, y, 0.]])
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-10
    solver.max_cycle = 300
    e = solver.kernel(h, g, len(h), (2, 1), nroots=nroots, ecore=nuc)[0]
    assert np.all(np.atleast_1d(solver.converged)[:2])
    return (np.atleast_1d(e) - 3 * e_atom) * HARTREE


fit = minimize_scalar(lambda r: h2_fci(r)[0], bounds=(0.6, 0.9),
                      method='bounded', options={'xatol': 1e-6})
re, D = fit.x, -fit.fun
step = 0.01
stencil = [h2_fci(re + i * step)[0] for i in (-2, -1, 0, 1, 2)]
force = np.dot([-1, 16, -30, 16, -1], stencil) / (12 * step**2)
beta = np.sqrt(force / (2 * D))

fit = minimize_scalar(lambda r: h3_fci(r, r, 2 * r)[0], bounds=(0.83, 1.07),
                      method='bounded', options={'xatol': 3e-4})
r_fci, barrier_fci = fit.x, fit.fun + D
assert 0.84 < r_fci < 1.06 and barrier_fci > 0
u = 0.05
drop_fci = h3_fci(r_fci + u, r_fci - u, 2 * r_fci)[0] - fit.fun
assert drop_fci < 0


# ---- LEPS surface
def morse(r):
    y = np.exp(-beta * (r - re))
    return D * (y**2 - 2 * y)


def antimorse(r):
    y = np.exp(-beta * (r - re))
    return D / 2 * (y**2 + 2 * y)


def coulomb_exchange(r, k):
    a, b = (1 + k) * morse(r), (1 - k) * antimorse(r)
    return (a + b) / 2, (a - b) / 2


def leps(r1, r2, r3, k, sign=-1):
    q, j = zip(*(coulomb_exchange(r, k) for r in (r1, r2, r3)))
    return (sum(q) + sign * london_root(j)) / (1 + k)


def symmetric_line(r, k):
    kappa = (1 - k) / (1 + k)
    return 1.5 * morse(r) + kappa * (antimorse(r) / 2 + antimorse(2 * r))


def leps_saddle(k):
    f = minimize_scalar(lambda r: symmetric_line(r, k), bounds=(0.65, 1.5),
                        method='bounded', options={'xatol': 1e-9})
    return f.x, f.fun + D


def exchange_slope(r, k):
    y = np.exp(-beta * (r - re))
    return -beta * D / 4 * (2 * (1 + 3*k) * y**2 - (6 + 2*k) * y)


def shift_coefficient(r, k):
    y = np.exp(-beta * (r - re))
    q2 = beta**2 * D / 4 * (4 * (3 + k) * y**2 - (2 + 6*k) * y)
    j2 = beta**2 * D / 4 * (4 * (1 + 3*k) * y**2 - (6 + 2*k) * y)
    diff = abs(coulomb_exchange(r, k)[1] - coulomb_exchange(2 * r, k)[1])
    return (q2 + j2/2 - 1.5 * exchange_slope(r, k)**2 / diff) / (1 + k)


k = brentq(lambda x: leps_saddle(x)[1] - barrier_fci, 0.0, 0.4)
r_s, barrier = leps_saddle(k)
for r in np.linspace(0.6, 2.0, 8):
    assert abs(symmetric_line(r, k) - leps(r, r, 2 * r, k)) < 1e-10
assert abs(leps(re, 25., 25. + re, k) + D) < 1e-8


def gradient(x):
    d = 1e-5

    def v(a, b):
        return leps(a, b, a + b, k)
    return [(v(x[0]+d, x[1]) - v(x[0]-d, x[1])) / (2*d),
            (v(x[0], x[1]+d) - v(x[0], x[1]-d)) / (2*d)]


found = root(gradient, [r_s + 0.03, r_s - 0.02])
assert np.allclose(found.x, r_s, atol=1e-5)
A = shift_coefficient(r_s, k)
d = 1e-3
A_num = (leps(r_s + d, r_s - d, 2*r_s, k) - leps(r_s, r_s, 2*r_s, k)) / d**2
assert abs(A - A_num) < 1e-3 * max(1, abs(A)) and A < 0
drop_leps = leps(r_s + u, r_s - u, 2*r_s, k) - leps(r_s, r_s, 2*r_s, k)
angle = np.radians(150)
bent = leps(r_s, r_s, 2 * r_s * np.sin(angle / 2), k) + D
assert bent > barrier

# The valley: lowest energy at each fixed difference of the two bonds
differences = np.linspace(0, 3, 13)
valley = np.array([minimize_scalar(
    lambda r: leps(r + s, r, 2 * r + s, k), bounds=(0.5, 1.3),
    method='bounded', options={'xatol': 1e-8}).fun + D for s in differences])
assert np.all(np.diff(valley) < 0)

# Leading force law on a distant atom, on both sides of k = 1/5
for kk in (0.1, 0.3):
    far = 6.0
    tail = np.exp(-beta * (far - re)) + np.exp(-beta * far)
    law = D * (1 - 5 * kk) / (4 * (1 + kk)) * tail
    actual = leps(re, far, far + re, kk) + D
    assert abs(actual / law - 1) < 5e-3

# ---- Conical intersection
side = 1.0
slope = exchange_slope(side, k)
rho = 1e-4
for phi in (0.3, 1.4, 4.0):
    delta = rho * np.sqrt(2/3) * np.cos(phi + 2*np.pi*np.arange(3)/3)
    js = [coulomb_exchange(side + x, k)[1] for x in delta]
    gap = np.ptp(np.linalg.eigvalsh(doublet_matrix(js)))
    assert abs(gap / (np.sqrt(6) * abs(slope) * rho) - 1) < 1e-3


def loop_sign(center, radius):
    vectors = []
    for phi in np.linspace(0, 2 * np.pi, 200, endpoint=False):
        x = radius * np.sqrt(2/3) * np.cos(phi + 2*np.pi*np.arange(3)/3)
        js = [coulomb_exchange(r, k)[1] for r in np.array(center) + x]
        vectors.append(np.linalg.eigh(doublet_matrix(js))[1][:, 0])
    vectors.append(vectors[0])
    return np.prod([np.sign(a @ b) for a, b in zip(vectors, vectors[1:])])


sign_in = loop_sign([side] * 3, 0.1)
sign_out = loop_sign([side + 0.3, side, side], 0.1)
assert sign_in == -1 and sign_out == 1
r_turn = re - np.log((3 + k) / (1 + 3 * k)) / beta
d = 1e-4
turn_slope = (coulomb_exchange(r_turn + d, k)[1]
              - coulomb_exchange(r_turn - d, k)[1]) / (2 * d)
assert abs(turn_slope) < 1e-4 and r_turn < side

equi = h3_fci(side, side, side, 3)
assert abs(equi[1] - equi[0]) < 1e-4
gaps_fci, gaps_leps = [], []
for rho in (0.01, 0.02):
    tri = side + rho * np.array([2, -1, -1]) / np.sqrt(6)
    e = h3_fci(*tri, 3)
    gaps_fci.append(e[1] - e[0])
    gaps_leps.append(leps(*tri, k, 1) - leps(*tri, k))
assert abs(gaps_fci[1] / gaps_fci[0] - 2) < 0.1


# ---- London barrier from the computed pair curves, nothing adjusted
def london_symmetric(r):
    near, distant = h2_fci(r), h2_fci(2 * r)
    q = [near.sum()/2, near.sum()/2, distant.sum()/2]
    j = [(near[0]-near[1])/2] * 2 + [(distant[0]-distant[1])/2]
    return sum(q) - london_root(j)


pure = minimize_scalar(london_symmetric, bounds=(0.7, 1.4), method='bounded',
                       options={'xatol': 1e-5})

print(f'Permutation form, largest matrix error: {form_error:.1e} (model units)')
print(f'Hubbard trimer, hoppings 0.02, 0.016, 0.01; ground: {hub_ground:.7f} U')
print(f'  London pair error: {err_big:.3e} U; hoppings halved: {err_small:.3e} U')
print(f'  ratio of the two errors: {err_big / err_small:.3f}')
print(f'H2 FCI/6-311G(d,p): D = {D:.4f} eV, re = {re:.4f} angstrom')
print(f'  force constant = {force:.3f} eV/angstrom^2, beta = {beta:.4f} 1/angstrom')
print(f'H3 FCI: barrier = {barrier_fci:.4f} eV, bond = {r_fci:.3f} angstrom')
print(f'London, FCI pair curves: barrier = {pure.fun + D:.4f} eV, '
      f'bond = {pure.x:.3f} angstrom')
print('LEPS: k, barrier (eV), bond (angstrom), A (eV/angstrom^2)')
for kk in (0.0, 0.05, 0.10, 0.15, 0.20):
    rr, bb = leps_saddle(kk)
    print(f'  {kk:.2f}  {bb:.4f}  {rr:.4f}  {shift_coefficient(rr, kk):.3f}')
print(f'k matched to the FCI barrier: {k:.4f}; kappa = {(1-k)/(1+k):.4f}')
print(f'  LEPS barrier = {barrier:.4f} eV = {barrier/HARTREE:.5f} hartree')
print(f'  LEPS bond = {r_s:.4f} angstrom = {r_s/BOHR:.4f} bohr')
print(f'  A = {A:.3f} eV/angstrom^2; energy at 150 degrees = {bent:.4f} eV')
for name, r in (('r', r_s), ('2r', 2 * r_s)):
    qq, jj = coulomb_exchange(r, k)
    es, et = h2_fci(r)
    print(f'At {name} = {r:.4f} angstrom: Q = {qq:.4f}, J = {jj:.4f} eV')
    print(f'  singlet: Morse {morse(r):.4f}, FCI {es:.4f} eV')
    print(f'  triplet: anti-Morse {antimorse(r):.4f}, FCI {et:.4f} eV')
print(f'Middle atom shifted {u:.2f} angstrom: LEPS {drop_leps*1000:.2f} meV, '
      f'FCI {drop_fci*1000:.2f} meV')
print('Valley: bond difference (angstrom), energy above H + H2 (eV)')
for i in (0, 1, 2, 4, 6, 8, 12):
    print(f'  {differences[i]:.2f}  {valley[i]:.5f}')
print(f'Equilateral side = {side:.2f} angstrom, energies above H + H2:')
print(f'  LEPS {leps(side, side, side, k) + D:.4f} eV, FCI {equi[0] + D:.4f} eV')
print(f'  FCI splitting = {abs(equi[1] - equi[0]):.1e} eV')
print(f'  dJ/dr = {slope:.4f} eV/angstrom; LEPS gap slope = '
      f'{np.sqrt(6)*abs(slope)/(1+k):.4f} eV/angstrom')
for rho, gl, gf in zip((0.01, 0.02), gaps_leps, gaps_fci):
    print(f'  rho = {rho:.2f} angstrom: gap LEPS {gl:.5f}, FCI {gf:.5f} eV')
print(f'  loop sign around seam: {sign_in:.0f}; beside seam: {sign_out:.0f}')
print(f'  dJ/dr vanishes at r = {r_turn:.4f} angstrom')
print('all good')
```

Output:

```
Permutation form, largest matrix error: 2.2e-15 (model units)
Hubbard trimer, hoppings 0.02, 0.016, 0.01; ground: -0.0020290 U
  London pair error: 4.684e-07 U; hoppings halved: 2.935e-08 U
  ratio of the two errors: 15.956
H2 FCI/6-311G(d,p): D = 4.5911 eV, re = 0.7435 angstrom
  force constant = 36.204 eV/angstrom^2, beta = 1.9857 1/angstrom
H3 FCI: barrier = 0.4804 eV, bond = 0.929 angstrom
London, FCI pair curves: barrier = 0.6723 eV, bond = 0.953 angstrom
LEPS: k, barrier (eV), bond (angstrom), A (eV/angstrom^2)
  0.00  0.9840  0.9799  -10.510
  0.05  0.7571  0.9587  -8.469
  0.10  0.5388  0.9393  -6.348
  0.15  0.3288  0.9215  -4.170
  0.20  0.1266  0.9050  -1.954
k matched to the FCI barrier: 0.1137; kappa = 0.7958
  LEPS barrier = 0.4804 eV = 0.01765 hartree
  LEPS bond = 0.9343 angstrom = 1.7655 bohr
  A = -5.756 eV/angstrom^2; energy at 150 degrees = 0.5391 eV
At r = 0.9343 angstrom: Q = -0.4325, J = -4.1723 eV
  singlet: Morse -4.1346, FCI -4.1404 eV
  triplet: anti-Morse 4.2196, FCI 3.8227 eV
At 2r = 1.8685 angstrom: Q = -0.2887, J = -0.7479 eV
  singlet: Morse -0.9308, FCI -0.7348 eV
  triplet: anti-Morse 0.5181, FCI 0.3863 eV
Middle atom shifted 0.05 angstrom: LEPS -13.68 meV, FCI -6.85 meV
Valley: bond difference (angstrom), energy above H + H2 (eV)
  0.00  0.48039
  0.25  0.40285
  0.50  0.26173
  1.00  0.08781
  1.50  0.02975
  2.00  0.01057
  3.00  0.00142
Equilateral side = 1.00 angstrom, energies above H + H2:
  LEPS 3.0840 eV, FCI 2.9349 eV
  FCI splitting = 1.1e-11 eV
  dJ/dr = 6.3212 eV/angstrom; LEPS gap slope = 13.9028 eV/angstrom
  rho = 0.01 angstrom: gap LEPS 0.13866, FCI 0.12165 eV
  rho = 0.02 angstrom: gap LEPS 0.27659, FCI 0.24303 eV
  loop sign around seam: -1; beside seam: 1
  dJ/dr vanishes at r = 0.3193 angstrom
all good
```
